# The Runge-Lenz operator of the Coulomb problem: ordering, Hermiticity and conservation, part 1

(Sections cited here and not found follow in the second part.)

## 1. The choice to be made

Suppose a calculation on hydrogen needs the operator that connects the degenerate states of one shell, such as 2s and 2p, in order to generate the states of the shell from one of them. The classical conserved vector is \(\mathbf p\times\mathbf L - Z\hat{\mathbf r}\). To code it one must fix the order of \(\mathbf p\) and \(\mathbf L\), which do not commute, and one must choose a check that would expose a wrong order. There are three natural candidates:

\[
\mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\hat{\mathbf r},\qquad
\mathbf B=\mathbf p\times\mathbf L-Z\hat{\mathbf r},\qquad
\mathbf B'=-\mathbf L\times\mathbf p-Z\hat{\mathbf r}. \tag{1}
\]

All three have the same classical limit. Only \(\mathbf A\) is Hermitian and commutes with the Hamiltonian, while \([H,\mathbf B]=-Z\mathbf r/r^3\) and \([H,\mathbf B']=+Z\mathbf r/r^3\). The check needs care, because the matrix elements of \(\mathbf B\) between two states of the same bound shell are identical to those of \(\mathbf A\). A comparison confined to one shell accepts the wrong operator.

## 2. Conventions and elementary commutators

Hartree atomic units are used, \(\hbar=m=1\). The nucleus of charge \(Z\) is a fixed point at the origin, and spin and relativity are left out. Then

\[
p_j=-i\partial_j,\quad L_i=\epsilon_{ijk}x_jp_k,\quad T=\tfrac12p^2,\quad H=T-\frac Zr,\quad \hat r_i=\frac{x_i}{r}.
\]

Repeated indices are summed, and a cross product keeps the order of its factors, \((\mathbf U\times\mathbf W)_i=\epsilon_{ijk}U_jW_k\). The vector \(\mathbf A\) has the dimension mass × energy × length, so its atomic unit is \(m_eE_ha_0=\hbar^2/a_0\). In parts 2, 3, 5 and 6 a commutator is an identity between differential operators acting on functions that are smooth for \(r\neq0\). The origin is treated separately in part 7.

For a function \(f(\mathbf r)\), the product rule gives \((fp_j-p_jf)\psi=-if\partial_j\psi+i\partial_j(f\psi)=i(\partial_jf)\psi\), so

\[
[f,p_j]=i\,\partial_jf,\qquad [x_i,p_j]=i\delta_{ij}. \tag{2}
\]

With \([PQ,R]=P[Q,R]+[P,R]Q\) and the antisymmetry of \(\epsilon\),

\[
[L_i,x_j]=\epsilon_{ikl}x_k[p_l,x_j]=-i\epsilon_{ikj}x_k=i\epsilon_{ijk}x_k, \tag{3}
\]
\[
[L_i,p_j]=\epsilon_{ikl}[x_k,p_j]p_l=i\epsilon_{ijl}p_l. \tag{4}
\]

Three scalars commute with \(\mathbf L\). For \(p^2\), equation (4) gives \([L_i,p^2]=p_j[L_i,p_j]+[L_i,p_j]p_j=2i\epsilon_{ijl}p_jp_l=0\), because \(p_jp_l\) is symmetric in \(j,l\). For a function of the radius alone, \(\partial_lV=V'x_l/r\), so \([L_i,V]=\epsilon_{ikl}x_k[p_l,V]=-i\epsilon_{ikl}x_kx_lV'/r=0\). For \(\mathbf r\cdot\mathbf p=x_jp_j\), equations (3) and (4) give \(i\epsilon_{ijk}x_kp_j+i\epsilon_{ijk}x_jp_k\), and exchanging the names \(j\) and \(k\) in the first term shows that the two cancel. Hence

\[
[L_i,T]=0,\qquad [L_i,V(r)]=0,\qquad [L_i,\mathbf r\cdot\mathbf p]=0. \tag{5}
\]

One more general rule is needed. Using (2) twice,

\[
[p^2,f]=p_j[p_j,f]+[p_j,f]p_j=-i\,p_j(\partial_jf)-i(\partial_jf)p_j .
\]

In the first term \(p_j\) is moved to the right of the function \(\partial_jf\) by \(p_jg=gp_j-i\partial_jg\), which gives \(-i(\partial_jf)p_j-\nabla^2f\). Therefore

\[
[T,f]=-\tfrac12\nabla^2f-i(\partial_jf)\,p_j. \tag{6}
\]

The case \(f=x_i\) gives \([H,x_i]=[T,x_i]=-ip_i\), that is \(p_i=i[H,x_i]\).

## 3. How the three orderings differ

Move \(L_j\) to the right of \(p_k\) with (4), and use \(\epsilon_{ijk}\epsilon_{mjk}=2\delta_{im}\):

\[
(\mathbf L\times\mathbf p)_i=\epsilon_{ijk}L_jp_k=\epsilon_{ijk}p_kL_j+i\,\epsilon_{ijk}\epsilon_{jkm}p_m=-(\mathbf p\times\mathbf L)_i+2ip_i .
\]

The first term changed sign because \(\epsilon_{ijk}p_kL_j=-\epsilon_{ikj}p_kL_j\). So

\[
\mathbf p\times\mathbf L+\mathbf L\times\mathbf p=2i\,\mathbf p, \tag{7}
\]

where commuting vectors would give zero. Eliminating \(\mathbf L\times\mathbf p\) from (1),

\[
\mathbf A=\mathbf p\times\mathbf L-i\mathbf p-Z\hat{\mathbf r},\qquad \mathbf B=\mathbf A+i\mathbf p,\qquad \mathbf B'=\mathbf A-i\mathbf p. \tag{8}
\]

The whole question is the presence of the single term \(-i\mathbf p\), which in ordinary units is \(-i\hbar\mathbf p\).

Two expanded forms follow from \(\epsilon_{ijk}\epsilon_{klm}=\delta_{il}\delta_{jm}-\delta_{im}\delta_{jl}\), with the order of operators kept. First,

\[
(\mathbf p\times\mathbf L)_i=\epsilon_{ijk}\epsilon_{klm}\,p_jx_lp_m=p_jx_ip_j-p_jx_jp_i .
\]

From (2), \(p_jx_i=x_ip_j-i\delta_{ij}\), and its trace is \(p_jx_j=\mathbf r\cdot\mathbf p-3i\). Thus \(p_jx_ip_j=x_ip^2-ip_i\) and \(p_jx_jp_i=(\mathbf r\cdot\mathbf p)p_i-3ip_i\), and

\[
(\mathbf p\times\mathbf L)_i=x_ip^2-(\mathbf r\cdot\mathbf p)p_i+2ip_i,\qquad
A_i=x_ip^2-(\mathbf r\cdot\mathbf p)p_i+ip_i-Z\frac{x_i}{r}. \tag{9}
\]

Second, with no reordering needed since the positions already stand to the left,

\[
(\mathbf r\times\mathbf L)_i=\epsilon_{ijk}\epsilon_{klm}\,x_jx_lp_m=x_i(\mathbf r\cdot\mathbf p)-r^2p_i. \tag{10}
\]

Each term of \(A_j\) in (9) is \(x_j\) or \(p_j\) multiplied by a scalar (\(p^2\), \(\mathbf r\cdot\mathbf p\), a constant or \(1/r\)) that commutes with \(\mathbf L\) by (5). The commutator with \(L_i\) therefore acts only on the vector factor, through (3) or (4), and

\[
[L_i,A_j]=i\epsilon_{ijk}A_k. \tag{11}
\]

The same holds for \(\mathbf B\), since \(\mathbf p\) obeys (4), so rotational behaviour does not tell the orderings apart. Under inversion \(\mathbf r\to-\mathbf r\), \(\mathbf p\to-\mathbf p\), every term of (9) changes sign. A state \(nlm\) has parity \((-1)^l\), so \(\mathbf A\) connects only states whose \(l\) differ by an odd number.

## 4. Hermiticity

Hermitian here means symmetric, \(\langle\phi|A_i\psi\rangle=\langle A_i\phi|\psi\rangle\), on a stated class of functions. Two classes are used: smooth functions that decay, with all derivatives, faster than any power (Schwartz functions), and finite combinations of bound states of \(H\). Self-adjointness, which is a statement about domains, is not proved and is not needed below.

On Schwartz functions \(x_j\) is symmetric, and \(p_j\) is symmetric by integration by parts. For \(L_i\), \((x_jp_k)^\dagger=p_kx_j=x_jp_k\) because \(\epsilon_{ijk}\) allows only \(j\ne k\). All these operators map Schwartz functions to Schwartz functions, so adjoints of products are taken by reversing the order:

\[
(\mathbf p\times\mathbf L)_i^\dagger=\epsilon_{ijk}L_kp_j=-(\mathbf L\times\mathbf p)_i,\qquad (\mathbf L\times\mathbf p)_i^\dagger=-(\mathbf p\times\mathbf L)_i. \tag{12}
\]

The two terms in the bracket of \(\mathbf A\) are exchanged by the adjoint, and \(x_i/r\) is a real bounded function, so

\[
\mathbf A^\dagger=\mathbf A,\qquad \mathbf B^\dagger=\mathbf B',\qquad \mathbf B-\mathbf B^\dagger=2i\,\mathbf p. \tag{13}
\]

The last relation follows from (8). The operator \(\mathbf A=\tfrac12(\mathbf B+\mathbf B^\dagger)\) is the Hermitian part of \(\mathbf B\), and \(i\mathbf p\) is its anti-Hermitian part.

Bound states are not smooth at the origin, so the integrations by parts are done outside a sphere of radius \(\varepsilon\). With \(n_k=x_k/r\) on that sphere, the identity \(\phi^*p_kw-(p_k\phi)^*w=-i\partial_k(\phi^*w)\) and the divergence theorem (the outward normal of the region \(r>\varepsilon\) is \(-\mathbf n\)) give

\[
\langle\phi|p_kw\rangle_{r>\varepsilon}-\langle p_k\phi|w\rangle_{r>\varepsilon}=i\oint_{r=\varepsilon}\phi^*w\,n_k\,dS. \tag{14}
\]

For \(L_j=\epsilon_{jab}x_ap_b\) the surface integrand carries \(\epsilon_{jab}x_an_b=0\), so \(L_j\) moves across with no surface term at all. A bound state is a polynomial in \(x,y,z,r\) times \(e^{-Zr/n}\). Since \(\partial_jr=x_j/r\) is bounded and \(\partial_j\partial_kr\) is of order \(1/r\), the functions \(\psi\), \(\nabla\psi\), \(\mathbf L\psi\) and \(x\,\partial\partial\psi\) are all bounded near the origin. In \(\langle\phi|p_jL_k\psi\rangle\) the surface integrand is \(\phi^*L_k\psi\), and in \(\langle\phi|L_jp_k\psi\rangle\) it is \((L_j\phi)^*\psi\). Both are bounded, the area is \(4\pi\varepsilon^2\), and the surface terms vanish as \(\varepsilon\to0\). The exponential removes the terms at infinity. Equation (13) holds between bound states.

## 5. The commutators with the Hamiltonian

It costs nothing to keep the potential general, so let \(V(r)\) be any central potential, and split the commutator of \(T+V\) with the three pieces \(\mathbf p\times\mathbf L\), \(\mathbf p\) and \(\hat{\mathbf r}\) into six parts.

Three parts vanish. \(T\) commutes with \(p_j\) trivially and with \(L_k\) by (5), hence with their products, and two functions of position commute:

\[
[T,p_i]=0,\qquad [T,(\mathbf p\times\mathbf L)_i]=0,\qquad [V,x_i/r]=0. \tag{15}
\]

The potential with the momentum is (2):

\[
[V,p_i]=iV'\frac{x_i}{r}. \tag{16}
\]

The potential with \(\mathbf p\times\mathbf L\) acts only on \(p_j\), because \([V,L_k]=0\). With (16) and then (10),

\[
[V,(\mathbf p\times\mathbf L)_i]=\epsilon_{ijk}[V,p_j]L_k=i\frac{V'}{r}(\mathbf r\times\mathbf L)_i=i\frac{V'}{r}\left(x_i\,\mathbf r\cdot\mathbf p-r^2p_i\right). \tag{17}
\]

The opposite order follows from (7) and (16), where \(2i\cdot i=-2\):

\[
[V,(\mathbf L\times\mathbf p)_i]=-[V,(\mathbf p\times\mathbf L)_i]+2i[V,p_i]=-[V,(\mathbf p\times\mathbf L)_i]-2V'\frac{x_i}{r}. \tag{18}
\]

The last part is the kinetic energy with the unit vector. With \(\partial_jr^{-1}=-x_j/r^3\),

\[
\partial_j\frac{x_i}{r}=\frac{\delta_{ij}}{r}-\frac{x_ix_j}{r^3}.
\]

Taking \(\partial_j\) again, the first term gives \(-x_i/r^3\). In the second, \(\partial_j(x_ix_jr^{-3})=x_ir^{-3}+3x_ir^{-3}-3x_ir^2r^{-5}=x_ir^{-3}\), where the three contributions come from differentiating \(x_i\), \(x_j\) and \(r^{-3}\). So \(\nabla^2(x_i/r)=-2x_i/r^3\), and (6) gives

\[
C_i\equiv\Big[T,\frac{x_i}{r}\Big]=\frac{x_i}{r^3}+i\left(\frac{x_i}{r^3}\,\mathbf r\cdot\mathbf p-\frac1r\,p_i\right). \tag{19}
\]

The bracket in (19) is \(r^{-3}(\mathbf r\times\mathbf L)_i\), the same structure as in (17). The term \(x_i/r^3\) comes from the Laplacian in (6) and has no classical counterpart.

For the Coulomb potential \(V'=Z/r^2\). The nonvanishing contributions to \([H,A_i]\), with \(\mathbf A\) in the form (8), are

\[
[V,(\mathbf p\times\mathbf L)_i]=iZ\left(\frac{x_i}{r^3}\,\mathbf r\cdot\mathbf p-\frac1rp_i\right),
\]
\[
[V,-ip_i]=-i\cdot i\,Z\frac{x_i}{r^3}=+Z\frac{x_i}{r^3},
\]
\[
\Big[T,-Z\frac{x_i}{r}\Big]=-Z\frac{x_i}{r^3}-iZ\left(\frac{x_i}{r^3}\,\mathbf r\cdot\mathbf p-\frac1rp_i\right).
\]

The first line cancels the bracket of the third, which is the classical cancellation. The second line cancels the remaining \(-Zx_i/r^3\). Therefore

\[
[H,\mathbf A]=0\qquad(r\neq0). \tag{20}
\]

For \(\mathbf B\) the second line is missing, and for \(\mathbf B'=\mathbf p\times\mathbf L-2i\mathbf p-Z\hat{\mathbf r}\) it is counted twice:

\[
[H,\mathbf B]=-Z\frac{\mathbf r}{r^3},\qquad [H,\mathbf B']=+Z\frac{\mathbf r}{r^3}. \tag{21}
\]

The residue in (21) is the Coulomb force \(\mathbf F=-\nabla V=-Z\mathbf r/r^3\). The Heisenberg equation \(d\mathbf B/dt=i[H,\mathbf B]=i\mathbf F\) is Newton's law for the stray term \(i\mathbf p\). In ordinary units the stray term is \(i\hbar\mathbf p\) and \(d\mathbf B/dt=i\hbar\mathbf F\), which is of first order in \(\hbar\), so the classical theory cannot select the ordering.

## 6. Which potentials and which orderings allow conservation

Consider the family \(\mathbf p\times\mathbf L-i\lambda\mathbf p-\kappa\hat{\mathbf r}\) with constants \(\lambda\) and \(\kappa\). Write (17) in terms of (19) as \(r^2V'(C_i-x_i/r^3)=r^2V'C_i-V'x_i/r\). Equation (16) gives \([V,-i\lambda p_i]=\lambda V'x_i/r\), and the last piece gives \(-\kappa C_i\). The sum is

\[
\big[T+V,\ (\mathbf p\times\mathbf L-i\lambda\mathbf p-\kappa\hat{\mathbf r})_i\big]=(r^2V'-\kappa)\,C_i+(\lambda-1)\,V'\frac{x_i}{r}. \tag{22}
\]

A differential operator vanishes only if the coefficient of each order of derivative vanishes. The first-order part of (22) is \(i(r^2V'-\kappa)(x_ix_j/r^3-\delta_{ij}/r)p_j\), and the matrix in it is \(-1/r\) times the projector transverse to \(\mathbf r\), which is not zero. So \(r^2V'=\kappa\), which integrates to \(V=-\kappa/r+\text{const}\). What remains is \((\lambda-1)\kappa\,x_i/r^3\), which requires \(\lambda=1\) unless \(\kappa=0\). The exception is the free particle, for which \(\mathbf p\) is itself conserved and every ordering commutes with \(H\).

Within this family, then, the conserved vector exists only for \(V=-\kappa/r+\text{const}\): the \(1/r\) potential of either sign with \(\lambda=1\), or the free particle (\(\kappa=0\)) with any \(\lambda\). Screening, or a nucleus of finite size, makes \(r^2V'\) depend on \(r\) and, for \(\lambda=1\), leaves the residue \((r^2V'-\kappa)C_i\). The cases \(\lambda=0,1,2\) with \(\kappa=Z\) are \(\mathbf B,\mathbf A,\mathbf B'\).

For \(\kappa\neq0\), Hermiticity is a weaker condition than conservation. By (12) and (7), \((\mathbf p\times\mathbf L-i\lambda\mathbf p)^\dagger=\mathbf p\times\mathbf L-2i\mathbf p+i\lambda^*\mathbf p\), which equals the original when \(\lambda+\lambda^*=2\). Every \(\lambda=1+i\mu\) with real \(\mu\) passes, and gives the Hermitian operator \(\mathbf A+\mu\mathbf p\). By (22) its commutator with \(H\) is \(i\mu Z\mathbf r/r^3\). For \(\kappa\neq0\), conservation fixes \(\lambda=1\) and so implies Hermiticity in this family, and the converse is false. For the free particle the implication fails, since \(\mathbf p\times\mathbf L\) is then conserved without being Hermitian.

Of the three orderings, only the symmetrised \(\mathbf A\) is Hermitian and commutes with \(H\) away from the origin, whereas \(\mathbf B\) and \(\mathbf B'\) leave commutators \(\mp Z\mathbf r/r^3\). It remains to show that the origin adds no hidden term, and to find where the fault of \(\mathbf B\) appears between bound states, with hydrogen as the worked example.
